# Residual stress and modulus of a low-k film from bulge data

## Problem

A dielectric film of thickness $h=1.0\ \mu\text{m}$ covers a rectangular window of half-width $a=1.0$ mm and half-length $b=5.0$ mm in a rigid frame. It is clamped along all four edges and carries a tensile residual stress, whose component across the width is $\sigma$. A uniform pressure $p$ raises the centre of the film by $w$. The film is isotropic and linearly elastic, with Young modulus $E$ and Poisson ratio $\nu$.

(a) Derive $p(w)$ for a long window, small slopes and negligible bending stiffness.

(b) Recover $\sigma$ and the modulus from the synthetic data below. The pressures are exact; each deflection has an independent Gaussian error of standard deviation $s_w=0.10\ \mu\text{m}$. Take $\nu=0.25$.

| $p$ (kPa) | $w$ ($\mu$m) |
|---|---|
| 1.5 | 12.32 |
| 3.0 | 23.85 |
| 4.5 | 33.94 |
| 6.0 | 42.78 |
| 7.5 | 50.64 |
| 9.0 | 57.24 |
| 10.5 | 63.48 |
| 12.0 | 69.02 |
| 13.5 | 74.28 |
| 15.0 | 79.14 |

(c) Find how finite slope, bending and finite length affect the result.

(d) Estimate whether cracks threaten the film during the measurement.

## Solution

### (a) The pressure–deflection relation

Let $x$ run across the window, with edges at $x=\pm a$, and $y$ along it. Far from the ends nothing depends on $y$. The longitudinal displacement is then independent of $y$, so the pressure adds no longitudinal strain: $\varepsilon_y=0$.

Let $s_x,s_y$ be the stresses added by the pressure. The stress normal to the film is negligible beside them, so Hooke's law reads

$$\varepsilon_y=\frac{s_y-\nu s_x}{E}=0,\qquad \varepsilon_x=\frac{s_x-\nu s_y}{E}.$$

The first equation gives $s_y=\nu s_x$, and the second becomes $\varepsilon_x=(1-\nu^2)s_x/E$. Hence

$$s_x=M\varepsilon_x,\qquad M=\frac{E}{1-\nu^2}.$$

The transverse tension per unit length is $N=h(\sigma+M\varepsilon_x)$. For small slopes, in-plane balance requires $dN/dx=0$, so $N$ and $\varepsilon_x$ are uniform. Vertical balance of a strip with height $z(x)$ is

$$Nz''=-p.$$

Symmetry gives $z'(0)=0$, hence $z'=-px/N$. With $z(\pm a)=0$,

$$z=\frac{p}{2N}(a^2-x^2),\qquad w=\frac{pa^2}{2N},\qquad p=\frac{2Nw}{a^2}. \tag{1}$$

Equivalently, $z=w(1-x^2/a^2)$.

The strain follows from the clamping. If $u(x)$ is the transverse in-plane displacement, then $\varepsilon_x=u'+z'^2/2$ to leading order. Averaging over the width removes $u'$ because $u(\pm a)=0$. With $z'=-2wx/a^2$,

$$\varepsilon_x=\frac1{2a}\int_{-a}^{a}\frac{2w^2x^2}{a^4}\,dx
=\frac1{2a}\,\frac{2w^2}{a^4}\,\frac{2a^3}{3}=\frac{2w^2}{3a^2}. \tag{2}$$

Inserting $N=h(\sigma+2Mw^2/3a^2)$ into (1) gives

$$\boxed{p=\frac{2\sigma h}{a^2}\,w+\frac{4Eh}{3(1-\nu^2)a^4}\,w^3.} \tag{3}$$

The linear term is the resistance of the existing tension; the cubic term comes from the tension created by stretching. They are equal at $w=a\sqrt{3\sigma/2M}$. Far below this deflection the data determine $\sigma$ but hardly $M$. For the film of (b) the crossover is 103 $\mu$m; ten evenly spaced points with 0.10 $\mu$m noise fix $M$ to about $\pm0.06$ GPa if they reach 79 $\mu$m, but only to about $\pm2$ GPa if they stop at 20 $\mu$m. For $\sigma=0$, (3) reduces to $p\propto w^3$. Under residual compression a thin film can buckle before loading, and the flat starting state assumed here is lost.

### (b) Recovering the stress and modulus

Dividing (3) by $w$ gives a straight line in $w^2$:

$$\frac pw=A+Bw^2,\qquad \sigma=\frac{Aa^2}{2h},\qquad M=\frac{3a^4B}{4h}. \tag{4}$$

Two points suffice for a first estimate. At 4.5 and 15.0 kPa the ratios $p/w$ are 132.587 and 189.538 Pa/$\mu$m, while $w^2$ is 1151.92 and 6263.14 $\mu\text{m}^2$. Thus

$$B=\frac{189.538-132.587}{6263.14-1151.92}=0.011142\ \text{Pa}/\mu\text{m}^3,$$

$$A=132.587-0.011142\times1151.92=119.75\ \text{Pa}/\mu\text{m}.$$

In SI units $A=1.1975\times10^8$ Pa/m and $B=1.1142\times10^{16}$ Pa/m$^3$, so

$$\sigma=\frac{1.1975\times10^8\times10^{-6}}{2\times10^{-6}}\ \text{Pa}=59.9\ \text{MPa},$$

$$M=\frac{3\times10^{-12}\times1.1142\times10^{16}}{4\times10^{-6}}\ \text{Pa}=8.36\ \text{GPa}.$$

To use all ten points, minimise the weighted squared residuals of $p=Aw+Bw^3$. A deflection error $\delta w$ changes the residual by $-(A+3Bw^2)\delta w$, so the weight of point $i$ is

$$g_i=\frac1{(A+3Bw_i^2)^2s_w^2}.$$

At fixed weights, setting the derivatives with respect to $A$ and $B$ to zero gives

$$A\sum g_iw_i^2+B\sum g_iw_i^4=\sum g_iw_ip_i,$$

$$A\sum g_iw_i^4+B\sum g_iw_i^6=\sum g_iw_i^3p_i.$$

One starts with equal weights, solves, updates the weights and repeats. The inverse of the final coefficient matrix is the covariance matrix of $(A,B)$. The result is

$$\sigma=59.88\pm0.15\ \text{MPa},\qquad M=8.44\pm0.06\ \text{GPa},$$

$$E=(1-0.25^2)M=7.91\ \text{GPa}.$$

The uncertainties are standard errors from deflection noise. In 600 repeated noisy data sets the fitted values scattered by 0.16 MPa and 0.059 GPa, in agreement with them. They do not include errors in the dimensions. By (4), at fixed data, a 1% error in $a$ changes $\sigma$ by about 2% and $M$ by about 4%; a 1% error in $h$ changes both by about 1%.

The data were generated with $\sigma=60$ MPa and $E=8$ GPa, or $M=8.533$ GPa. They come from the equilibrium of a chain of elastic links with unrestricted slope, not from (3). The same fit to the noise-free deflections gives 60.06 MPa and 8.373 GPa. The modulus is therefore 1.9% low even without noise.

### (c) What the simple relation leaves out

**Finite slope.** Pressure acts normal to the deformed film. With uniform tension $T$ per length, normal balance is $T/R=p$, so the profile is a circular arc of radius $R$. Let $\theta$ be the angle between its edge tangent and the horizontal. Then $a=R\sin\theta$ and $w=R(1-\cos\theta)$. With $t=w/a$,

$$t=\tan\frac\theta2,\qquad \sin\theta=\frac{2t}{1+t^2},\qquad
\frac{R\theta}{a}=\frac{\theta}{\sin\theta}=\frac{(1+t^2)\arctan t}{t}.$$

The last quantity is the stretch. Taking the added tension as linear in stretch gives

$$p=\frac{T\sin\theta}{a}=\frac ha\,\frac{2t}{1+t^2}\left[\sigma+M\left(\frac{(1+t^2)\arctan t}{t}-1\right)\right]. \tag{5}$$

For small $t$, $\arctan t/t=1-t^2/3+\dots$, so the added strain is $2t^2/3+\dots$. Since $1/(1+t^2)=1-t^2+\dots$,

$$p=\frac{2ht}{a}\left[\sigma+\left(\frac{2M}{3}-\sigma\right)t^2+\dots\right]
=\frac{2\sigma h}{a^2}w+\frac{4h}{3a^4}\left(M-\frac{3\sigma}{2}\right)w^3+\dots$$

The cubic coefficient thus corresponds to an apparent modulus of 8.443 GPa. Higher terms account for the further fall to 8.373 GPa: fitting the full law (5) to the noise-free data returns 60.00 MPa and 8.532 GPa.

Equation (5) is also linear in $\sigma$ and $M$, so it needs no harder fit. For the noisy data it gives $\sigma=59.82\pm0.16$ MPa and $M=8.60\pm0.06$ GPa, each about one standard error from its input. The modulus is $E=8.06$ GPa for $\nu=0.25$, but 8.25 GPa for $\nu=0.20$ and 7.82 GPa for $\nu=0.30$. The bulge data alone do not separate $E$ from $\nu$. The chain shares the linear tension law of (5), so this agreement tests the geometry and the fit, not that material law. The choice of law matters at this precision. If the stress is instead linear in the Green strain, $T=h\lambda[\sigma+M(\lambda^2-1)/2]$ with $\lambda$ the stretch, the small-slope fit to noise-free data is only 0.5% low, and the tabulated data give $M=8.48$ GPa rather than 8.60 GPa, a shift of two standard errors.

**Bending.** At height $\zeta$ above the midplane, curvature adds strain $-\zeta z''$ and stress $-M\zeta z''$. Integrating the moment through the thickness gives the stiffness $D=Mh^3/12$, and

$$Dz''''-Nz''=p,\qquad z(\pm a)=z'(\pm a)=0.$$

Let $k=a\sqrt{N/D}$. The even solution vanishing at the edges is

$$z=\frac{p(a^2-x^2)}{2N}+C\left[\cosh\frac{kx}{a}-\cosh k\right].$$

The condition $z'(a)=0$ gives $C=pa^2/(Nk\sinh k)$. Since $(\cosh k-1)/\sinh k=\tanh(k/2)$, the centre deflection is

$$w=\frac{pa^2}{2N}\left[1-\frac2k\tanh\frac k2\right].$$

At the residual tension, $k=290.5$ and the deflection loss is 0.69% at fixed $N$. To find its effect on the fit, noise-free deflections were computed with bending and stretching at small slope. The simple fit then returns 60.42 MPa and 8.548 GPa. Bending raises the apparent stress by 0.42 MPa, nearly three times the statistical error. The tabulated data contain no bending. In a real film it would be hard to notice from the curve alone: the simple fit follows the deflections computed with bending to far better than the 0.10 $\mu$m noise, so bending appears only as a shift of the fitted values.

**Finite length.** For small pressure and equal residual tension $N$ in both directions, $N(z_{xx}+z_{yy})=-p$. Let $\alpha_n=(2n+1)\pi/2a$. Subtracting from the long-strip parabola a solution of Laplace's equation gives

$$z=\frac{p(a^2-x^2)}{2N}-\sum_{n=0}^{\infty}c_n\cos(\alpha_nx)\frac{\cosh(\alpha_ny)}{\cosh(\alpha_nb)}.$$

At $y=\pm b$ the sum must equal the parabola. Two integrations by parts, using $\cos\alpha_na=0$, give

$$\int_{-a}^{a}(a^2-x^2)\cos(\alpha_nx)\,dx=\frac{4(-1)^n}{\alpha_n^3},\qquad
c_n=\frac{pa^2}{2N}\,\frac{32(-1)^n}{\pi^3(2n+1)^3}.$$

The fractional loss at the centre is therefore

$$\frac{32}{\pi^3}\sum_{n=0}^{\infty}\frac{(-1)^n}{(2n+1)^3\cosh[(2n+1)\pi b/2a]}.$$

It is 0.08% for $b/a=5$ and 8.9% for $b/a=2$. These values hold for the linear response; the end effect at large deflection was not computed.

### (d) Fracture

The elastic energy density under biaxial stress is $(\sigma_x^2+\sigma_y^2-2\nu\sigma_x\sigma_y)/2E$. When $\sigma_x$ falls from $\sigma$ to zero at fixed longitudinal strain, $\sigma_y$ becomes $\sigma_y-\nu\sigma$. The energy released per volume is

$$\frac{\sigma^2+\sigma_y^2-2\nu\sigma\sigma_y-(\sigma_y-\nu\sigma)^2}{2E}
=\frac{(1-\nu^2)\sigma^2}{2E}=\frac{\sigma^2}{2M}.$$

If the same film peels from a rigid wafer behind a long straight front, relaxing the stress normal to that front, the release per area is $\sigma^2h/2M=0.21$ J/m$^2$. A long slit along the flat window is far more dangerous. Each advance $d\ell$ relaxes a volume $2ah\,d\ell$ and creates a crack area $h\,d\ell$, so the release is $\sigma^2a/M=422$ J/m$^2$. This greatly exceeds an assumed toughness $\Gamma=3$ J/m$^2$.

For a flaw much shorter than the window width, its own length replaces $a$ in this scaling. The dangerous size is then of order $M\Gamma/\sigma^2$, up to a numerical factor set by the flaw shape. This is $7\ \mu\text{m}$ in the flat film. At 15 kPa, equation (2) with $w/a=0.0790$ raises the membrane stress to 95.5 MPa and reduces the scale to about $3\ \mu\text{m}$. For a straight through-crack of half-length $c$ lying across the stress in a thin sheet, Griffith's release rate $\pi\sigma^2c/E$ gives a critical full length $2E\Gamma/\pi\sigma^2$, which is 4.2 $\mu$m in the flat film and 1.7 $\mu$m at 15 kPa; these lengths are close to the thickness, so they are estimates. Through-thickness flaws of a few micrometres can therefore end the measurement.

Surface flaws at the clamped edges face a higher stress. Differentiating the bending solution of (c) twice gives $z''(a)=(p/N)(k\coth k-1)\approx pk/N$, so bending adds a tensile stress of about $Mhpk/2N$ at the surface on the pressurised side. At 15 kPa, $N=95.5$ N/m and $k\approx367$, which gives about 0.25 GPa, a surface strain of about 3%; the figure assumes the film stays linearly elastic that far. This extra stress is confined to a distance of order $a/k\approx3\ \mu\text{m}$ from the edge.

### Relation to real films

The modulus, tensile stress and toughness are assumed round values, chosen with a dense organosilicate low-k film in mind; they are not measurements of a particular film. A real film may need a stronger carrier layer, which breaks the single-film assumption. Layers sharing the same strain have $N=\sum_jh_j(\sigma_j+M_j\varepsilon_x)$, so the carrier's $h\sigma$ and $hM$ must be measured and subtracted. Temperature also matters: if the film expands by 10 ppm/K more than its frame, the model stress falls by 0.107 MPa per kelvin of heating, or about 1 MPa for 10 K. That exceeds the bending bias found above. The full set of values is in the numerical output.

## Computed values

```
h 1.0 um, a 1.0 mm, b 5.0 mm
E 8.00 GPa, nu 0.25; deflection noise 0.10 um
input values: sigma 60.00 MPa, M 8.533 GPa
law: linear coefficient 120.00 Pa/um
law: cubic coefficient 0.011378 Pa/um^3
p (kPa) | w data (um) | w chain, no noise (um) | w simple law (um)
  1.5 |  12.32 |  12.324 |  12.323
  3.0 |  23.85 |  23.745 |  23.733
  4.5 |  33.94 |  33.863 |  33.829
  6.0 |  42.78 |  42.709 |  42.646
  7.5 |  50.64 |  50.475 |  50.378
  9.0 |  57.24 |  57.364 |  57.229
 10.5 |  63.48 |  63.546 |  63.371
 12.0 |  69.02 |  69.155 |  68.937
 13.5 |  74.28 |  74.292 |  74.031
 15.0 |  79.14 |  79.036 |  78.730
two points: p/w = 132.587 and 189.538 Pa/um
two points: w^2 = 1151.92 and 6263.14 um^2
two points: slope 0.011142 Pa/um^3
two points: intercept 119.752 Pa/um
two-point result: sigma 59.88 MPa, M 8.357 GPa
simple weighted fit: sigma 59.88 MPa, M 8.436 GPa; std errors 0.15 MPa, 0.059 GPa
arc weighted fit: sigma 59.82 MPa, M 8.596 GPa; std errors 0.16 MPa, 0.060 GPa
spread of 600 simple fits: sigma 0.16 MPa, M 0.059 GPa
E from simple fit, nu 0.25: 7.909 GPa
E from arc fit, nu 0.25: 8.059 GPa
E from arc fit, nu 0.20: 8.253 GPa
E from arc fit, nu 0.30: 7.823 GPa
simple fit, noise-free chain: sigma 60.06 MPa, M 8.373 GPa
arc fit, noise-free chain: sigma 60.00 MPa, M 8.532 GPa
M - 3 sigma/2: 8.443 GPa
simple fit, noise-free strip with bending: sigma 60.42 MPa, M 8.548 GPa
bending parameter k 290.5; deflection loss 0.689 %
end effect on linear deflection, b/a=5: 0.0801 %
end effect on linear deflection, b/a=2: 8.90 %
stress drift for 10 ppm/K expansion mismatch: 0.107 MPa/K
largest w/a 0.0790; edge slope 2w/a 0.1581
film stress at top pressure 95.5 MPa
delamination energy release on wafer 0.211 J/m^2
long-slit energy release, flat window 422 J/m^2
assumed round toughness 3.0 J/m^2
flaw length scale, flat film 7.1 um
flaw length scale, top pressure 2.8 um
```
